# Orbital g Factor of Positive Interstitial Iron in Silicon

## Problem

Positive interstitial iron in silicon, \(\mathrm{Fe}_i^+\), is treated as a \(3d^7\) ion at a site of tetrahedral symmetry, where the \(t_2\) orbitals lie below the \(e\) orbitals. Its ground term is an orbital triplet with spin \(S=3/2\). The triplet is described by an effective angular momentum \(L=1\), with

\[
H=a\,\mathbf L\cdot\mathbf S,\qquad a>0,
\]

and \(\mathbf J=\mathbf L+\mathbf S\). In a magnetic field \(\mathbf B\) the added energy is

\[
H_Z=\mu_B\mathbf B\cdot\mathbf M,\qquad \mathbf M=g_s\mathbf S+g_L\mathbf L .
\]

Here \(g_s=2.00232\) is the free-electron value, taken as positive, and \(g_L\) is an unknown effective orbital factor. The lowest level has \(J=1/2\). Its measured \(g\) is taken here as 3.524, an input to the exercise. Find \(g_L\), explain its sign and size, and determine what the inference depends on.

## A tempting solution

For \(J=1/2\) the spin and orbital momenta oppose each other. It is tempting to represent the state with \(J_z=1/2\) by full opposition, \(M_S=3/2\) and \(M_L=-1\), since these add to \(1/2\). The doublet energies are \(g\mu_BBm\), so at \(m=1/2\)

\[
\frac g2=\frac32g_s-g_L .
\]

This would give

\[
g_L=\frac32(2.00232)-\frac{3.524}{2}=3.0035-1.7620=1.24 .
\]

The number is positive and near the value 1 of an ordinary orbital moment, so it raises no immediate suspicion.

## Where it fails

The product state \(|M_L,M_S\rangle=|-1,3/2\rangle\) has the right \(J_z\), but it is not an eigenstate of \(J^2\). The raising operator \(J_+=L_++S_+\) must annihilate a state with \(J=m=1/2\). Instead,

\[
J_+|-1,3/2\rangle=\sqrt2\,|0,3/2\rangle\ne0 .
\]

The correct state must include every product with \(M_L+M_S=1/2\):

\[
|\psi\rangle=c_1|-1,3/2\rangle+c_2|0,1/2\rangle+c_3|1,-1/2\rangle .
\]

## The correct state and g factor

The required ladder actions are \(L_+|-1\rangle=\sqrt2|0\rangle\), \(L_+|0\rangle=\sqrt2|1\rangle\), \(S_+|1/2\rangle=\sqrt3|3/2\rangle\) and \(S_+|-1/2\rangle=2|1/2\rangle\). Hence

\[
J_+|\psi\rangle=(\sqrt2c_1+\sqrt3c_2)|0,3/2\rangle
+(\sqrt2c_2+2c_3)|1,1/2\rangle=0 .
\]

Each bracket must vanish, so

\[
c_2=-\sqrt{\frac23}\,c_1,\qquad
c_3=-\frac{c_2}{\sqrt2}=\frac{c_1}{\sqrt3}.
\]

Normalization gives \(c_1^2(1+2/3+1/3)=1\). With \(c_1>0\),

\[
c_1=\frac1{\sqrt2},\qquad c_2=-\frac1{\sqrt3},\qquad c_3=\frac1{\sqrt6}.
\]

The tempting state therefore carries only half the weight. The mean momenta are

\[
\langle L_z\rangle=-\frac12+\frac16=-\frac13,
\]

\[
\langle S_z\rangle=\frac12\cdot\frac32+\frac13\cdot\frac12-\frac16\cdot\frac12=\frac56 .
\]

Their sum is \(1/2\), as required. Setting \(g/2=\langle M_z\rangle\) gives

\[
g=\frac53g_s-\frac23g_L,\qquad
g_L=\frac{5g_s-3g}{2}.
\]

Numerically,

\[
g_L=\frac{10.0116-10.5720}{2}=-0.280 .
\]

A separate numerical route, diagonalizing all twelve states in a weak field and adjusting \(g_L\) until the splitting gives 3.524, also returned \(-0.280\).

With no orbital moment the same doublet would have \(g=5g_s/3=3.337\). The measured value is larger by 0.187. Since \(\langle L_z\rangle\) is negative when \(\langle S_z\rangle\) is positive, an orbital contribution that increases \(g\) needs a negative \(g_L\).

Resonance at a known frequency with linearly polarized microwaves gives the magnitude of \(g\), not its sign; the two signs absorb opposite circular polarizations. Taking \(g=-3.524\) would give \(g_L=10.29\). The spin quartets of a pure \(d^7\) shell have true orbital momentum 3 or 1, so the projected orbital moment cannot exceed 3 in magnitude. The negative choice is excluded for such a shell with unenhanced orbital moments.

## Why the orbital factor is negative

The effective \(L=1\) labels three states; it is not the true orbital momentum. Five majority-spin electrons fill one spin shell and have no net orbital moment. The other two electrons carry it.

Take first the strong-field limit within the spin quartets: the cubic splitting is large compared with the separation of the quartet terms, but the spin is held at \(S=3/2\). (Without that restriction, a strong enough field would favour a spin doublet.) These two electrons then occupy \(t_2\). Write the \(d\) orbitals as \(|m\rangle\). The \(t_2\) states are \(|1\rangle\), \(|-1\rangle\) and \(|0_t\rangle=(|2\rangle-|-2\rangle)/\sqrt2\). Within this set, the true raising operator acts as

\[
l_+|1\rangle=2|2\rangle\ \longrightarrow\ \sqrt2\,|0_t\rangle,\qquad
l_+|0_t\rangle\ \longrightarrow\ -\sqrt2\,|-1\rangle ,
\]

where the arrow means projection on \(t_2\). It moves from \(l_z=1\) to 0 to \(-1\), opposite to a normal raising operator, with the matrix-element size \(\sqrt2\) of an \(L=1\) triplet. The projected true momentum is thus minus an effective \(L=1\). Two such electrons with parallel spins have an antisymmetric orbital state, again with total \(L=1\), so the orbital factor is \(\alpha=-1\).

In a weak cubic field, the ground triplet comes from true orbital momentum 3. One member is \(|M=0\rangle\). Its partner along \(x\) is the same function turned by \(90^\circ\), with weights \(3/16\) on each of \(M=\pm1\) and \(5/16\) on each of \(M=\pm3\). Fourfold symmetry about \(z\) mixes \(M=1\) with \(M=-3\), so a circular partner has weights \(3/8\) and \(5/8\). Its moment is

\[
1\cdot\frac38-3\cdot\frac58=-\frac32 .
\]

True raising of \(|0\rangle\) reaches this state through its \(M=1\) part. Raising therefore leads to a negative true moment, which fixes \(\alpha=-3/2\). Diagonalization in the two limits gave \(-1.500\) and \(-1.000\).

These unreduced factors would give \(g=3.337+1=4.337\) in the weak-field limit and \(g=3.337+0.667=4.004\) in the strong-field limit. The inferred moment is 0.19 of the first orbital factor and 0.28 of the second. Covalency, which spreads the electrons onto neighbouring atoms, and Jahn-Teller coupling to lattice distortions can both reduce it. One \(g\) value cannot separate them.

## Level order

Let \(\zeta>0\) be the one-electron spin-orbit energy, in \(\zeta\sum_i\mathbf l_i\cdot\mathbf s_i\). Within the quartets this operator has the form \(\mathbf V\cdot\mathbf S\), where \(\mathbf V\) acts on orbitals. In a state with \(M_S=3/2\), the filled spin-up shell contributes nothing and the spin-down electrons have \(s_z=-1/2\). Thus

\[
\frac32V_z=-\frac\zeta2L_z^{\rm true}
\quad\Longrightarrow\quad
\mathbf V=-\frac\zeta3\mathbf L^{\rm true}.
\]

The other components follow by rotation. If the moment and the coupling are reduced by the same factor, \(\mathbf L^{\rm true}\) becomes \(g_L\mathbf L\), and

\[
a=-\frac\zeta3g_L .
\]

A negative \(g_L\) gives \(a>0\). To obtain the levels, square \(\mathbf J=\mathbf L+\mathbf S\):

\[
E_J=\frac a2\left[J(J+1)-2-\frac{15}{4}\right].
\]

For \(J=1/2,3/2,5/2\) this gives \(-5a/2,-a,3a/2\). The tempting value \(g_L=1.24\) would make \(a\) negative and place \(J=5/2\) lowest, contrary to the assumed ground level.

## A worked case in silicon

Take a 9.5 GHz spectrometer at 10 K. The resonance field is

\[
B=\frac{h\nu}{g\mu_B}=192.6\ \mathrm{mT}.
\]

For a rough energy scale choose \(\zeta=45\) meV. Then

\[
a=\frac{45}{3}(0.2802)=4.20\ \mathrm{meV},\qquad
\Delta_1=E_{3/2}-E_{1/2}=\frac32a=6.3\ \mathrm{meV}.
\]

The \(J=5/2\) level is 16.8 meV above the ground level. At 10 K the calculated fraction in both upper levels is 0.13%. This depends exponentially on a gap that is only estimated: a gap of 3 meV would give about 6%.

**Cubic terms.** In tetrahedral symmetry, \(J=1/2\) gives a doublet of type \(\Gamma_6\), \(J=3/2\) gives \(\Gamma_8\), and \(J=5/2\) gives \(\Gamma_7+\Gamma_8\). The single \(\Gamma_6\) has no partner to mix with in the twelve-state space. A cubic, time-reversal-symmetric Hamiltonian therefore leaves its wavefunctions unchanged. Its \(g\) is also unchanged provided \(\mathbf M\) keeps the assumed form. Adding \(0.3a\sum_iL_i^2S_i^2\), which mixes the upper \(J\) levels, left \(g=3.524\) in three field directions.

**Strain.** A tetragonal distortion adds \(\delta(L_z^2-2/3)\), and the doublet is no longer protected. To find the first-order change, separate \(L_z|\psi\rangle\) into its \(J=1/2\) part and a remainder:

\[
L_z|\psi\rangle=-\frac13|\psi\rangle+|\chi\rangle .
\]

A vector operator connects \(J=1/2\) only to \(J=1/2\) and \(3/2\), so \(|\chi\rangle\) belongs to \(J=3/2\). In the basis order used for \(|\psi\rangle\),

\[
\chi=\left(-\frac{2}{3\sqrt2},-\frac1{3\sqrt3},\frac4{3\sqrt6}\right),\qquad
L_z^2\psi=\left(\frac1{\sqrt2},0,\frac1{\sqrt6}\right),
\]

and hence

\[
\langle\chi|L_z^2|\psi\rangle=-\frac13+\frac29=-\frac19 .
\]

This is the product of the \(L_z\) and \(L_z^2\) matrix elements through the normalized \(J=3/2\) state. Since \(J_z\) cannot connect different \(J\), the off-diagonal element of \(S_z\) is minus that of \(L_z\). The off-diagonal moment is therefore \((g_L-g_s)L_z\). First-order mixing supplies a factor \(-\delta/\Delta_1\), and the two cross terms supply 2:

\[
\delta\langle M_z\rangle
=2(g_L-g_s)\left(-\frac\delta{\Delta_1}\right)\left(-\frac19\right).
\]

Multiplication by 2 to obtain \(g\) gives

\[
\delta g_\parallel=-\frac49\frac{\delta}{\Delta_1}(g_s-g_L),\qquad
\delta g_\perp=-\frac12\delta g_\parallel .
\]

The second relation follows because the unstrained Hamiltonian is rotationally invariant and the distortion is a traceless tensor: the first-order change of the \(g\) tensor must also be traceless. For \(\delta=0.1\) meV, diagonalization gives \(g_\parallel=3.508\) and \(g_\perp=3.532\). Using the parallel value alone would move \(g_L\) by about \(+0.024\). The average over the three principal axes differs from 3.524 by only \(-1.1\times10^{-5}\). This remainder is of second order in \(\delta\) and depends on the axes: three perpendicular axes equally inclined to the distortion axis give \(+0.7\times10^{-5}\).

**Field mixing.** The field also mixes \(J=3/2\) into the ground doublet. The squared matrix elements are equal for \(m=\pm1/2\), so the leading energy shifts, proportional to \(B^2\), cancel from the splitting. The remaining relative change is \(-5.5\times10^{-6}\) at 192.6 mT. In a test by diagonalization, doubling the field increased it fourfold within 1%.

## How secure is the inferred value?

Differentiating the inversion gives

\[
\frac{\partial g_L}{\partial g}=-\frac32,\qquad
\frac{\partial g_L}{\partial g_s}=\frac52 .
\]

A change of 0.0005 in the measured \(g\) changes \(g_L\) by 0.00075 in magnitude. A spin-factor shift of \(+0.01\), however, changes \(g_L\) by \(+0.025\). The assumed moment operator matters more than the last measured digit.

Coupling to excited orbital terms can alter that operator. To estimate the effect, use all 40 quartet states of \(d^7\), with \(\zeta=45\) meV, a cubic splitting of 1000 meV and a Racah parameter of 80 meV. The last parameter sets the electron-repulsion separation of the quartet terms. The unreduced ground-triplet factor is then \(\alpha=-1.392\). Two ways of reducing the orbital moment give different answers when \(g\) is refitted to 3.524:

- If all orbital matrix elements are reduced equally, \(g_L=-0.273\).
- If reduction acts only inside the ground triplet, \(g_L=-0.093\).

The difference can be traced. Before refitting, the excited terms raise \(g\) by 0.1238 in the second case. The leading correction contains one spin-orbit and one orbital-moment matrix element to an excited term. Uniform reduction multiplies each by \(0.2802/1.392=0.201\), so the expected shift is \(0.1238(0.201)^2=0.0050\), in agreement with the calculated 0.0050.

The second case also warns about the isolated-doublet picture. Within the 40 quartet states its refitted doublet is lowest, but the next level, a fourfold one, is only 0.17 meV above it. The twelve-state formula with \(g_L=-0.093\) would give a gap of \(1.5(45/3)(0.093)=2.1\) meV; coupling to excited terms removes most of this. At 10 K the thermal energy is about 0.86 meV, so the upper level would be populated. The strain and field estimates based on a 6.3 meV gap would no longer apply. Even this order depends on leaving out the spin doublets. With all 120 states of \(d^7\) and a second Racah parameter \(C\) of 320 to 360 meV, the refit gives \(g_L\approx-0.088\), and a fourfold level lies 4.3 to 3.2 meV below the doublet. For these energies the second case then no longer has \(J=1/2\) lowest. The first case is stable: \(g_L\) stays at \(-0.273\) and the first gap at 6.1 meV. The second case is also sensitive to the cubic splitting. In the 40 quartet states its refitted \(g_L\) is \(-0.046\) at 800 meV, \(-0.013\) at 700 meV and \(+0.032\) at 600 meV, with a fourfold level below the doublet each time, so not even the sign is fixed there. The first case moves only to \(-0.268\), with a gap of 5.9 meV, at 500 meV (120 states, \(C=340\) meV).

The microwave frequency and temperature were chosen for illustration. The three electronic energies are rough model values, not measured properties of iron in silicon. The 40-state calculation omits spin doublets, explicit silicon orbitals and vibrational motion, so its two results are examples rather than bounds. The cubic assumption also fails when iron pairs with a nearby acceptor such as boron. A 0.1 meV tetragonal splitting already shifts \(g_\parallel\) by 0.016; for a splitting comparable with \(\Delta_1\), the full anisotropic Hamiltonian is needed.

Thus \(g_L=-0.28\) is the effective orbital factor in the stated twelve-state model with a free-electron spin factor. It becomes a measure of covalency or Jahn-Teller reduction only after the excited-term contribution has been determined separately. The numerical output below lists the values of the twelve-state model and of the 40-state model at the 1000 meV cubic splitting.

## Computed values

```
Input measured g: 3.524
Free-electron spin g: 2.0023193
J=1/2 mean L_z at m=1/2: -0.333333
J=1/2 mean S_z at m=1/2: 0.833333
Weight at M_L=+1: 0.166667
Weight at M_L=0: 0.333333
Weight at M_L=-1: 0.5
g if orbital factor is zero: 3.3372
Inferred orbital g: -0.280202
Orbital g from numerical root: -0.280202
Orbital g if spin g is exactly 2: -0.286
Orbital g if measured g is negative: 10.2918
Orbital-g change for g change +0.0005: -0.00075
Orbital-g change for spin-g change +0.01: 0.025
Weak-field d-shell alpha: -1.5
Strong-field d-shell alpha: -1.0001
Reduction relative to weak-field limit: 0.1868
Reduction relative to strong-field limit: 0.2802
Microwave frequency: 9.5 GHz
Resonance field: 192.609 mT
Model one-electron spin-orbit energy: 45 meV
Effective coupling a: 4.203 meV
J=1/2 to J=3/2 gap: 6.305 meV
J=1/2 to J=5/2 gap: 16.81 meV
Temperature: 10 K
Fraction in excited J levels: 0.00133
Relative resonance-energy shift from field mixing: -5.47e-06
Strain splitting: 0.1 meV
Strained g parallel: 3.50793
Strained g perpendicular: 3.53202
Strained average g minus input g: -1.15e-05
Cubic splitting in quartet model: 1000 meV
Racah B in quartet model: 80 meV
Alpha for these model energies: -1.39226
g shift, uniform orbital reduction: 0.004976
Refitted orbital g, uniform reduction: -0.2731
g shift, reduction in ground triplet only: 0.1238
Refitted orbital g, ground-triplet reduction: -0.09287
Refitted doublet above lowest level: 1.11e-13 meV
Next level above refitted doublet: 0.1726 meV
```
